# The Asakura–Oosawa Depletion Potential Between Abrasive Spheres

## A polymer that attracts without sticking

A polishing slurry contains hard abrasive particles in water. Suppose that a soluble polymer is added which does not adsorb on them. It forms no bridges between particles, yet it can draw two of them together. The source of the attraction is the volume that the polymer can reach.

The centre of a coil is rarely found very close to an abrasive surface, because the chain cannot pass through it. The model used here replaces this gradual depletion by a sharp shell around each particle, forbidden to coil centres. When two shells overlap, the total forbidden volume shrinks and the polymer gains room. The task is to turn this gain into a potential, and then to ask whether it matters beside the direct forces in a slurry.

## Model and conventions

Two hard spheres of radius $R$ have centre distance $r$ and surface gap $h=r-2R\ge0$. A coil is represented by its centre, which must stay at least

$$a=R+\delta$$

from each sphere centre. The length $\delta$ is the depletion thickness. Coils do not interact with each other, so they form an ideal gas in the allowed volume. They can be exchanged with a large reservoir of coil number density $n$ and osmotic pressure $\Pi=nkT$. The solvent enters only as a background.

The potential $W(r)$ is the polymer contribution to the free energy of the pair, with $W(\infty)=0$. A negative radial force, $F=-dW/dr<0$, means attraction. Van der Waals and electric forces are added later.

## From accessible volume to potential

Hold the abrasive spheres fixed. Each coil centre can be anywhere in the free volume $V_{\rm free}(r)$. The configurational weight of $N$ indistinguishable coils is therefore $V_{\rm free}^N/N!$. With fugacity $z$ per unit volume, the grand partition function is

$$\Xi(r)=\sum_{N=0}^{\infty}\frac{[zV_{\rm free}(r)]^N}{N!}=e^{zV_{\rm free}(r)}.$$

The mean number is $z\,\partial\ln\Xi/\partial z=zV_{\rm free}$. In the reservoir the mean density is $n$, so $z=n$. Hence

$$\Omega(r)=-kT\ln\Xi(r)=-nkT\,V_{\rm free}(r)=-\Pi V_{\rm free}(r).$$

Each abrasive sphere excludes coil centres from a ball of radius $a$. Subtracting both balls from the total volume $V$ removes their intersection twice, so it must be added back once:

$$V_{\rm free}(r)=V-2\left(\frac{4\pi a^3}{3}\right)+V_{\rm ov}(r).$$

At infinite separation $V_{\rm ov}=0$. The constant terms cancel in the difference:

$$W(r)=\Omega(r)-\Omega(\infty)=-\Pi V_{\rm ov}(r).$$

No interaction energy has been lowered. The attraction comes from the larger number of positions open to the coils.

The same result has a probabilistic reading. An ideal gas of density $n$ leaves a region of volume $v$ empty with probability $e^{-nv}$. Thus $e^{-W/kT}$ is the probability of finding the two-ball region empty at distance $r$, divided by that at large distance. This was tested with 500,000 random configurations, in arbitrary length units, for $a=1.5$, $n=0.08$ and $r=1$, relative to $r=3$. Sampling gave $W=-0.591\,kT$ and the formula gives $-0.586\,kT$, within the allowed difference of $0.02\,kT$.

## The overlap volume

Place the centres at $x=\pm r/2$. By symmetry the plane $x=0$ divides the intersection into two equal caps. Measured from its own sphere centre, one cap extends from $r/2$ to $a$, and its cross-section at distance $x$ has area $\pi(a^2-x^2)$. Therefore

$$\begin{aligned}
V_{\rm ov}&=2\pi\int_{r/2}^{a}(a^2-x^2)\,dx\\
&=2\pi\left[a^2\left(a-\frac r2\right)-\frac13\left(a^3-\frac{r^3}{8}\right)\right]\\
&=2\pi\left[\frac{2a^3}{3}-\frac{a^2r}{2}+\frac{r^3}{24}\right].
\end{aligned}$$

Taking out $4\pi a^3/3$ gives the Asakura–Oosawa potential:

$$\boxed{W(r)=-\Pi\frac{4\pi a^3}{3}\left[1-\frac{3r}{4a}+\frac{r^3}{16a^3}\right],\quad 2R\le r\le2a.}$$

For $r>2a$ the forbidden shells are separate and $W=0$. For $r<2R$ the hard cores forbid the configuration. The range measured from contact is $2\delta$.

A second form is useful near contact. Let $s=a-r/2$ be the cap height and put $y=a-x$. Then $a^2-x^2=2ay-y^2$, and

$$V_{\rm ov}=2\pi\int_0^s(2ay-y^2)\,dy=\frac{2\pi}{3}s^2(3a-s).$$

## The force as missing pressure

Differentiating the overlap volume gives

$$\frac{dV_{\rm ov}}{dr}=2\pi\left(-\frac{a^2}{2}+\frac{r^2}{8}\right)=-\pi\left(a^2-\frac{r^2}{4}\right).$$

Since $F=-dW/dr=\Pi\,dV_{\rm ov}/dr$,

$$F(r)=-\Pi\pi\left(a^2-\frac{r^2}{4}\right).$$

This can be obtained without the potential. Put sphere 1 at the origin and sphere 2 on the positive axis. Coils push inward on the exclusion surface of sphere 1, except on the part lying inside the exclusion ball of sphere 2. With $u=\cos\theta$, a surface point is exposed if its squared distance from centre 2 exceeds $a^2$:

$$a^2+r^2-2aru>a^2\quad\Longrightarrow\quad u<c=\frac{r}{2a}.$$

The area element is $2\pi a^2du$, and the axial component of the inward pressure is $-\Pi u$. The force on sphere 1 is then

$$F_1=-2\pi a^2\Pi\int_{-1}^{c}u\,du=\pi a^2\Pi(1-c^2)=\pi\Pi\left(a^2-\frac{r^2}{4}\right).$$

It is positive and points toward sphere 2. The magnitude is pressure times the area of the circle in which the two exclusion surfaces meet. At $r=2a$ this circle shrinks to a point, so the force vanishes continuously.

## Contact, thin shells and large coils

Put $r=2R+h$, so that $s=\delta-h/2$. Also $3a-s=3R+2\delta+h/2$. The cap formula becomes

$$V_{\rm ov}=\frac{\pi}{6}(2\delta-h)^2\left(3R+2\delta+\frac h2\right).$$

At contact, $V_{\rm ov}=2\pi\delta^2(R+2\delta/3)$. Define $q=\delta/R$ and the nominal coil fraction $\phi=4\pi\delta^3n/3$. Replacing $n$ by $3\phi/(4\pi\delta^3)$ gives

$$\frac{W(2R)}{kT}=-\phi\,\frac{3R+2\delta}{2\delta}=-\phi\left(1+\frac{3}{2q}\right).$$

For $\delta\ll R$, the last bracket in $V_{\rm ov}$ tends to $3R$ and

$$W(h)\simeq-\frac{\pi R\Pi}{2}(2\delta-h)^2.$$

The full model value is larger in magnitude by the factor $1+(2\delta+h/2)/(3R)$, which runs from $1+2q/3$ at contact to $1+q$ at the edge of the range.

This limit separates strength from range. For ideal chains $\delta^2$ is proportional to molar mass $M$, while at fixed mass concentration $n$ is proportional to $1/M$. The thin-shell contact energy $-2\pi Rn\delta^2kT$ then does not depend on $M$, but the range $2\delta$ grows as $\sqrt M$.

In the opposite limit, $q\to\infty$ at fixed $\phi$, the contact value tends to $-\phi kT$. That is a property of the sphere model. A small particle can enter a large, open coil, so the rule that keeps coil centres at distance $a$ loses its physical basis there.

## When pair potentials suffice

With more than two abrasive spheres, subtracting pair overlaps correctly counts the forbidden volume if no point lies in three exclusion balls. Suppose there is such a point. Let $\ell_i\le a$ be its distances from three sphere centres and $\mathbf e_i$ the unit vectors toward them. From

$$0\le|\mathbf e_1+\mathbf e_2+\mathbf e_3|^2=3+2\sum_{i<j}\mathbf e_i\cdot\mathbf e_j$$

at least one scalar product is no smaller than $-1/2$. For that pair the centre distance $d$ obeys

$$d^2=\ell_i^2+\ell_j^2-2\ell_i\ell_j\,\mathbf e_i\cdot\mathbf e_j\le\ell_i^2+\ell_j^2+\ell_i\ell_j\le3a^2.$$

Hard cores require $d\ge2R$, so a triple overlap needs $a\ge2R/\sqrt3$. (If the point coincides with a centre, another centre lies within $a$, which requires the even larger value $a\ge2R$.) In this model the many-sphere potential is therefore a sum of pair terms if

$$q<\frac{2}{\sqrt3}-1\simeq0.155.$$

## Choosing the depletion thickness

A coil is a flexible chain, so $\delta$ must be related to its radius of gyration $R_g$. Consider an ideal chain of $N$ steps of length $b$ near a hard wall at $x=0$. Let $g$ be the fraction of chains starting at $x$ that never cross the wall. Adding one step averages $g$ over a random displacement whose mean square along $x$ is $b^2/3$. Expansion to second order gives $\partial g/\partial N'=(b^2/6)\,\partial^2g/\partial x^2$, where $N'$ counts steps. With $t=N'/N$ and $R_g^2=Nb^2/6$,

$$\frac{\partial g}{\partial t}=R_g^2\frac{\partial^2g}{\partial x^2},\quad g(0,t)=0,\quad g(x,0)=1.$$

The solution is $g=\operatorname{erf}[x/(2R_g\sqrt t)]$, with wall slope $1/(R_g\sqrt{\pi t})$. Each chain has one starting point, so the missing amount per area, divided by $n$, is $\delta=\int_0^\infty[1-g(x,1)]\,dx$. Integrating the diffusion equation over $x$ shows that this amount grows at the rate $R_g^2g'(0,t)$:

$$\delta=\int_0^1\frac{R_g}{\sqrt{\pi t}}\,dt=\frac{2R_g}{\sqrt\pi}.$$

This choice reproduces the depletion at one flat wall. Around a sphere the layer is slightly thinner, by a fraction that vanishes as $R_g/R\to0$; this curvature correction is neglected here. For the example below, with $R_g/R=0.1$, the layer is 2.3% thinner, which would reduce the contact depth of the sphere model by about 5%. Nor does the choice make the two-wall interaction of chains identical to that of spheres. For a slit of width $h$, expansion in sine modes gives the accessible length

$$m(h)=\frac{8h}{\pi^2}\sum_{p\ \rm odd}\frac{e^{-p^2\pi^2R_g^2/h^2}}{p^2}.$$

Opening the slit by $h$ takes the same width from the reservoir, and $m\to h-2\delta$ for a wide slit. The interaction per area is thus $w=-\Pi[m(h)-h+2\delta]$. For large spheres the local gap at distance $\rho$ from the axis is $h'=h+\rho^2/R$, so $2\pi\rho\,d\rho=\pi R\,dh'$ and $W(h)=\pi R\int_h^\infty w(h')\,dh'$.

For contact we need $J=\int_0^\infty(m-h+2\delta)\,dh$. By scaling, $J=CR_g^2$. Differentiate with respect to $R_g^2$ and then set $R_g=1$:

$$C=\int_0^\infty\left[\frac{2}{\sqrt\pi}-\frac8h\sum_{p\ \rm odd}e^{-p^2\pi^2/h^2}\right]dh.$$

Poisson summation turns the odd sum into $(h/4\sqrt\pi)[1+2\sum_{k\ge1}(-1)^ke^{-k^2h^2/4}]$. The constant cancels, leaving

$$C=\frac4{\sqrt\pi}\sum_{k=1}^{\infty}(-1)^{k+1}\int_0^\infty e^{-k^2h^2/4}dh
=4\sum_{k=1}^{\infty}\frac{(-1)^{k+1}}k=4\ln2.$$

Term-by-term integration is allowed because the partial sums of the alternating series lie between zero and the integrable function $e^{-h^2/4}$. Ideal chains therefore give $-4\ln2\,\Pi\pi RR_g^2$ at contact. The sphere model gives $-2\delta^2\Pi\pi R=-(8/\pi)\Pi\pi RR_g^2$. The ratio is $2.773/2.546=1.089$: in the thin-shell limit, the contact energy of flexible ideal chains is 9% deeper. The contact force $\pi Rw(0)$ is the same, because $w(0)=-2\delta\Pi$ in both models.

## A polishing slurry in numbers

Take $R=50$ nm, $R_g=5$ nm, polymer molar mass 20 kg/mol and reservoir concentration 10 g/L at 298.15 K. These are round illustrative values for a water-based chemical-mechanical polishing slurry, not data for a particular product. Since 10 g/L is 10 kg/m³,

$$n=\frac{10}{20}N_A\ \text{m}^{-3}=3.011\times10^{-4}\ \text{nm}^{-3},\qquad \Pi=nkT=1.239\ \text{kPa}.$$

The shell has $\delta=1.128\times5=5.64$ nm, so $a=55.64$ nm and $q=0.113$. This is below the triple-overlap threshold. With $\phi=0.2265$,

$$\frac{W(2R)}{kT}=-0.2265\left(1+\frac{1.5}{0.1128}\right)=-3.24,$$

or $-83.2$ meV. The thin-shell formula gives $-3.01\,kT$. The contact force is the pressure times $\pi(a^2-R^2)$, which is 2.32 pN.

| Gap (nm) | $W/kT$ | Attraction (pN) |
|---:|---:|---:|
| 0 | −3.24 | 2.32 |
| 4 | −1.37 | 1.53 |
| 8 | −0.28 | 0.70 |
| 10 | −0.04 | 0.28 |

The energy fades faster than the force because it is the force integrated over the remaining range, which ends at 11.28 nm. The sharp end belongs to the sphere model. In the thin-shell limit the ideal-chain potential stays about $0.27\,kT$ deeper than the sphere form out to 8 nm, and it gives $-0.27\,kT$ at 10 nm and still $-0.17\,kT$ at 11.28 nm. The 9% difference therefore applies only at contact.

## Can the particles reach the well?

Two direct interactions must be added. Summing an inverse-sixth-power attraction over both sphere volumes gives the Hamaker form

$$W_A=-\frac A6\left[\frac{2R^2}{r^2-4R^2}+\frac{2R^2}{r^2}+\ln\frac{r^2-4R^2}{r^2}\right].$$

This form neglects retardation, the finite travel time of the fields between the particles, and the screening of the static part of the attraction by salt. Both effects weaken the attraction, retardation more strongly at wide gaps. For a given $A$, the van der Waals values below are therefore upper estimates of its strength.

For charged surfaces in monovalent salt of ion-pair density $n_s$, let $\kappa^{-1}$ be the Debye length, $\zeta$ the surface potential and $\gamma=\tanh(e\zeta/4kT)$. Far from one plate the reduced potential is $4\gamma e^{-\kappa x}$. Two weakly overlapping layers give $\psi_m=8\gamma e^{-\kappa h/2}$ at midplane. The excess ion pressure is $2n_skT(\cosh\psi_m-1)\simeq n_skT\psi_m^2=64n_skT\gamma^2e^{-\kappa h}$. One integration over gap gives the plate energy, and a second, multiplied by $\pi R$, gives

$$W_E=64\pi Rn_skT\frac{\gamma^2}{\kappa^2}e^{-\kappa h}.$$

Use a Hamaker constant $A$ of about 50 meV, a size typical of silica in water, $\zeta=40$ mV and a relative permittivity of about 78, and keep them fixed while the salt is changed. The energies at a gap of 5 nm are:

| Salt (mol/L) | $\kappa^{-1}$ (nm) | $W_E/kT$ | $W_A/kT$ | $W/kT$ |
|---:|---:|---:|---:|---:|
| 0.01 | 3.04 | 15 | −0.96 | −1.02 |
| 0.10 | 0.96 | 0.42 | −0.96 | −1.02 |

The first repulsion is a rough estimate, because the layers no longer overlap weakly there. Its size still shows that charge hides the depletion well at low salt for this surface potential. For weakly charged surfaces it does not: with nonlinear Poisson–Boltzmann plates at constant potential, the barrier with polymer falls to about $3\,kT$ at 20 mV and nearly vanishes at 15 mV. Over gaps from 2 to 60 nm the lowest total energy is $-0.04\,kT$ at 26 nm, with or without polymer; that gap lies beyond the depletion range.

At 0.10 mol/L, polymer deepens the minimum in the same interval from $-0.59\,kT$ at 5.8 nm to $-1.58\,kT$ at 4.6 nm. At 2 nm the total is already repulsive, about $4\,kT$. So even here the contact depth of $3.24\,kT$ is not the binding energy of a pair held in this outer minimum. The ideal-chain potential would make this minimum nearly $0.3\,kT$ deeper than the sphere form at the same thin-shell level. The barrier itself depends on $A$: at this salt level it disappears for $A$ near 250 meV, a size reached by abrasives such as alumina, and the pair then falls into direct contact.

## What a real slurry changes

For $\zeta=40$ mV and $A$ of about 50 meV, charge repulsion is the largest correction found here; weaker charge or a larger Hamaker constant can remove the barrier. The polymer dose matters as well. Since $W$ is linear in $n$, 1 g/L of the same polymer would give a contact depth of only $0.32\,kT$ in this model. An additive that adsorbs or carries charge breaks the assumptions, and the present calculation cannot supply the resulting potential.

Coil interactions also change the pressure. The leading correction is $\Pi/(nkT)=1+4\pi^{3/2}\Psi R_g^3n$. Here $\Psi$ is a dimensionless measure of the repulsion between coils. With a rough good-solvent value $\Psi=0.24$, the pressure rises by 20% relative to the ideal value. The accompanying change of depletion thickness is not included, so this is not a 20% prediction for $W$. Abrasive at a volume fraction of 0.025 blocks a fraction $0.025(1+q)^3=0.0345$ of the volume to coil centres when the shells do not overlap. If 10 g/L refers to the whole slurry, the reservoir density and the well depth are about 4% larger. Warming to 325 K at fixed $n$ and $R_g$ leaves $W/kT$ unchanged and shifts the contact energy to $-90.7$ meV.

Flow under the pad is a further disturbance. A speed of 1 m/s across a 20 µm film gives a shear rate $\dot\gamma=5\times10^4$ s$^{-1}$. With viscosity $\eta=1.0$ mPa s, the force scale $6\pi\eta R^2\dot\gamma$ is about 2 pN, comparable with the greatest depletion force. This is an order-of-magnitude scale; the actual pull depends on the orientation of the pair.

The polymer must also have time to leave the gap. Taking $R_g$ as its hydrodynamic radius gives a diffusion coefficient $D=kT/(6\pi\eta R_g)\simeq44$ µm²/s. The overlap region has squared radius $a^2-R^2$ at contact, which sets a diffusion scale $(a^2-R^2)/D\simeq14$ µs, listed as the escape time in the output. For free diffusion out of a disc of radius $\rho_0$, the mean escape time from distance $\rho$ is $(\rho_0^2-\rho^2)/(4D)$. Its average over the disc is $\rho_0^2/(8D)$, here only 1.7 µs. Multiplied by the shear rate, the two times give 0.7 and 0.09. The nearby surfaces slow the coils by an amount not calculated here, so this estimate does not settle whether the polymer keeps up with the flow. A pair in the outer minimum at 0.10 mol/L is held by less than the contact force: the largest restoring force of the total potential is about 1.25 pN, near 6.4 nm, half the shear scale. Since the shear force is of this order or larger, the equilibrium potential alone cannot tell whether a pair stays together under the pad. The numerical output below gives the remaining values.

## Numbers as computed

```
Abrasive radius R = 50.0 nm; polymer Rg = 5.0 nm
Molar mass = 20 kg/mol; concentration = 10.0 g/L
Temperature = 298.15 K; kT = 25.69 meV
Polymer number density n = 3.011e-04 nm^-3
Osmotic pressure = 1.239 kPa
Depletion thickness delta = 5.642 nm; a = 55.642 nm
delta/Rg: numeric 1.1284, formula 1.1284
q = 0.1128; triple-overlap threshold (grid) = 0.1548
Polymer sphere volume fraction phi = 0.2265
Coil fraction n*4*pi*Rg^3/3 = 0.1577
Range of attraction 2*delta = 11.28 nm
Overlap volume at contact = 10752.3 nm^3
Contact potential = -3.238 kT = -83.2 meV
Thin-layer contact potential = -3.011 kT
Ideal-gas sampling test: W = -0.5911 kT, formula -0.5864 kT
Gap  0 nm: W = -3.238 kT, attraction = 2.321 pN
Gap  2 nm: W = -2.205 kT, attraction = 1.928 pN
Gap  4 nm: W = -1.366 kT, attraction = 1.527 pN
Gap  6 nm: W = -0.723 kT, attraction = 1.118 pN
Gap  8 nm: W = -0.281 kT, attraction = 0.701 pN
Gap 10 nm: W = -0.043 kT, attraction = 0.277 pN
Contact coefficient, chains = 2.7726, spheres = 2.5465
Chain/sphere contact ratio (thin layer) = 1.089
Rough virial rise of osmotic pressure = 20 %
Abrasive volume fraction = 0.025; blocked to polymer = 0.0345
Hamaker constant = 49.9 meV; surface potential = 40 mV
Relative permittivity of water = 78.4
Salt 0.01 mol/L: Debye length = 3.04 nm
  at 5 nm: double layer 14.84, vdW -0.96, depletion -1.02 kT
  outer minimum without polymer: -0.04 kT at 26.18 nm
  outer minimum with polymer: -0.04 kT at 26.18 nm
  total at 2 nm with polymer = 34.51 kT
Salt 0.10 mol/L: Debye length = 0.96 nm
  at 5 nm: double layer 0.42, vdW -0.96, depletion -1.02 kT
  outer minimum without polymer: -0.59 kT at 5.80 nm
  outer minimum with polymer: -1.58 kT at 4.62 nm
  total at 2 nm with polymer = 4.28 kT
Contact energy at 325 K = -90.7 meV
Viscosity = 1.0 mPa s; pad shear rate = 5.0e+04 1/s
Shear force scale = 2.36 pN
Polymer diffusion coefficient = 43.7 um^2/s
Polymer escape time = 13.6 us; times shear rate = 0.68
```
